Why Paschen's Curve Does Not Set the Limit of Nanometre Air Gaps

**Q.** I am looking at a 20 nm air gap between two metal lines. On the left branch of Paschen's curve the breakdown voltage climbs as the gap shrinks, because electrons meet too few molecules to start an avalanche. At 20 nm there is almost no gas to cross, so I conclude that the gap can hold any voltage. Is there a flaw in that?

**A.** Your statement about the avalanche is sound. The step from "no avalanche" to "any voltage" is the one to examine, so let us write down what Paschen's curve is a condition for.

Let α be the number of ionizations per unit length made by one electron drifting towards the anode. Then n electrons become n + αn dx after a distance dx, and one electron leaving the cathode arrives as e^{αd} electrons after a uniform gap d. It has made e^{αd} − 1 ions. If each ion releases γ electrons when it strikes the cathode, the discharge replaces its own starting electrons when

γ(e^{αd} − 1) = 1, or αd = L, with L = ln(1 + 1/γ).

Townsend's form for the coefficient is α = A p exp(−Bp/E), with pressure p and field E = V/d. Hence

A p d exp(−Bpd/V) = L.

Divide by Apd, take the logarithm and change the sign:

Bpd/V = ln(Apd/L), so V = Bpd / ln(Apd/L).

With u = Apd/L this is V = (BL/A) u/ln u. Its derivative is proportional to (ln u − 1)/ln²u, so the minimum lies at u = e (here Euler's number), where V = eBL/A. For air I take the rough values A = 15 /(cm Torr), B = 365 V/(cm Torr) and γ = 0.01. Then L = 4.615, and at 760 Torr the minimum is 305 V at a gap of 11 µm.

**Q.** And to the left of that minimum the voltage goes to infinity as d goes to zero.

**A.** It goes to infinity sooner. The logarithm vanishes at u = 1, at the finite gap

d* = L/(Ap) = 4.05 µm.

Below d* the formula returns a negative number; at 20 nm it gives −0.10 V, which means nothing. The criterion itself shows what has happened. Since exp(−Bp/E) < 1, we have α < Ap at every voltage, and for d ≤ d*

γ(e^{αd} − 1) < γ(e^{Apd} − 1) ≤ γ(e^L − 1) = 1.

No voltage satisfies the criterion. At 20 nm, Apd = 0.0228, so an electron makes at most e^{0.0228} − 1 = 0.023 ions on average, and the feedback per cycle stays below 0.01 × 0.023 = 0.00023. To sustain a discharge, each ion would have to release 1/0.023, about 43 electrons.

**Q.** Can α be trusted over 20 nm? It describes electrons that have settled into a steady drift.

**A.** Not as a local coefficient. A separate estimate avoids it. With a rough ionization cross-section of 3×10⁻¹⁶ cm² and the gas density at 760 Torr and 300 K, a straight crossing produces at most about 0.015 ionizing collisions. That cross-section is near its peak value, reached around 100 eV. At a few tens of volts the electron is below or near the ionization threshold for most of its path, and the number is roughly ten times smaller. Both estimates say that most electrons cross without ionizing anything.

**Q.** Then you have just strengthened my case. Where would a current come from?

**A.** From the metal. Paschen's criterion asks whether the gas can regenerate the starting electrons. It does not ask whether the cathode supplies electrons by itself, and a strong field makes it do so by tunnelling. That emission needs no molecule in the gap.

Take a free-electron metal with a clean surface and work function φ. Let e be the positive elementary charge and F the magnitude of the field at the surface. An electron at distance x outside a flat metal is attracted by its image with force e²/[4πε₀(2x)²]. Integrating inwards from infinity gives the energy −e²/(16πε₀x). Measured from the Fermi level, the barrier is

U(x) = φ − eFx − e²/(16πε₀x).

The field makes the barrier thin: it ends where U returns to zero, at x slightly less than φ/(eF). For fields of a few V/nm that is about 1 nm.

**Q.** How much current does such a barrier let through?

**A.** In the WKB approximation the amplitude at the Fermi level decays as exp(−∫√(2mU) dx/ħ), and the probability is its square, e^{−G}, with

G = (2/ħ) ∫ √(2mU) dx,

taken between the zeros of U. Put x = sφ/(eF) and define f = e³F/(4πε₀φ²). Then

U = φ[1 − s − f/(4s)],

which vanishes where s² − s + f/4 = 0, at s± = [1 ± √(1−f)]/2. Since dx = φ ds/(eF),

G = [4√(2m) φ^{3/2}/(3ħeF)] v(f), v = (3/2) ∫ √(1 − s − f/(4s)) ds.

The substitution s = [1 − √(1−f) cos χ]/2, with χ from 0 to π, removes the awkward end points. The bracket in U becomes

(s − s₋)(s₊ − s)/s = (1−f) sin²χ/(4s),

and ds = √(1−f) sin χ dχ/2. Therefore

v = (3/8)(1−f) ∫ sin²χ/√s dχ.

Without the image force f = 0, s = sin²(χ/2) and v = (3/2)∫ sin(χ/2) cos²(χ/2) dχ = 1, the triangular barrier. At f = 1 the top of the barrier has sunk to the Fermi level, v = 0, and the tunnelling description has failed.

Electrons below the Fermi level see a higher barrier, so we also need ∂G/∂φ at fixed F. The moving end points contribute nothing because U vanishes there, and ∂√U/∂φ = 1/(2√U). So

1/d_F ≡ ∂G/∂φ = (√(2m)/ħ) ∫ dx/√U.

In the variable χ, ds/√(1 − s − f/(4s)) = √s dχ. Hence

1/d_F = 2√(2mφ) t(f)/(ħeF), t = ½ ∫ √s dχ.

The energy d_F is the depth below the Fermi level over which emission falls by a factor e through the barrier alone.

**Q.** You still need the number of electrons that strike the surface.

**A.** Count them in k-space. With spin there are 2 d³k/(2π)³ electrons per volume, moving outwards at ħk_z/m. Let ε be how far the energy of the outward motion lies below the Fermi level. Then (ħk_z/m) dk_z equals dε/ħ in magnitude. At zero temperature the transverse wave vectors fill a disc of area π(2mε/ħ²). So

J = e [2/(8π³)] ∫ (dε/ħ)(2πmε/ħ²) e^{−G(φ+ε)} = [em/(2π²ħ³)] ∫ ε e^{−G(φ+ε)} dε.

To first order G(φ+ε) = G + ε/d_F. Extending the upper limit to infinity, which is harmless when d_F is much less than the depth of the Fermi sea, gives ∫ ε e^{−ε/d_F} dε = d_F², and

J = [em/(2π²ħ³)] d_F² e^{−G}.

This is the Fowler–Nordheim law with image force. Inserting d_F turns the prefactor into e³F²/(16π²ħφt²). The current rises steeply with field, but smoothly: nothing in this law marks a breakdown voltage.

**Q.** Then in what sense is there a voltage limit?

**A.** In the sense of a leakage criterion. Choose a current density J_c that you will not accept, and solve J(F_c) = J_c for the surface field F_c. If roughness makes the surface field β times the mean field V/d, then

V_FE = F_c d/β.

What follows, such as heating, melting or a runaway, needs a further model. The claim is that the insulating voltage is finite, and that this finite value shrinks with the gap instead of growing.

**Q.** β looks like a quantity one can adjust at will.

**A.** Then take a shape for which it can be derived: a hemispherical bump of radius R on a flat cathode, with R much smaller than d. With E₀ = V/d, the potential relative to the cathode is

Φ = E₀(r − R³/r²) cos θ.

Both terms satisfy Laplace's equation. Φ vanishes on the hemisphere r = R and on the plane θ = 90°, and far away it becomes that of the uniform field. Its radial derivative is E₀(1 + 2R³/r³) cos θ, which at the surface is 3E₀ cos θ. So β = 3 at the top, whatever R is.

The opposite plate changes this slightly. The bump acts as a dipole, and keeping both plates equipotential repeats it at distances 2nd on both sides. Each copy adds 2E₀R³/(2nd)³ to the field at the bump. The two rows together add the fraction

2 Σ 2R³/(8n³d³) = ζ(3)R³/(2d³), with ζ(3) = Σ 1/n³.

For R = 5 nm and d = 20 nm this leading estimate gives β = 3.028. A numerical solution of the boundary-value problem gives 3.030. I shall keep β = 3 and treat the difference as a correction.

**Q.** Put in numbers for my gap.

**A.** Take φ = 4.5 eV and J_c = 10⁴ A/cm², with the bump just described. Solving J(F_c) = J_c gives

F_c = 3.96 V/nm, f = 0.282, v = 0.657, t = 1.048, G = 10.8, d_F = 0.174 eV.

Multiplying the formulas for G and d_F gives a hand check, G d_F = (2/3)φv/t. The right side is (2/3) × 4.5 × 0.657/1.048 = 1.88 eV, and the left side is 10.8 × 0.174 = 1.88 eV. The barrier ends 1.05 nm from the metal, well inside the gap. The voltage is

V_FE = 3.96 × 20/3 = 26.4 V,

a mean field of 13 MV/cm.

Summing the flat-barrier J(3E₀ cos θ) over the hemisphere gives 0.81 nA for one bump. That equals J_c acting on 8.1 nm², about 5% of the hemisphere's area of 157 nm², because the current falls quickly away from the top.

**Q.** With perfectly smooth electrodes, would my belief be right?

**A.** No. With β = 1 and the same J_c, the limit is 3.96 × 20 = 79 V. In this flat-barrier estimate smoothness buys a factor of three, not an unlimited voltage. The curvature of the bump, treated below, reduces that factor to about 2.5. Both factors compare equal local current density. A smooth wall emits over its whole area, the bump over only 8 nm², so at equal total current the gain is smaller: a smooth wall 50 nm high passes the bump's 0.81 nA at about 53 V if it is 1 µm long and about 42 V if it is 1 mm long.

The choice of J_c matters less than you might expect. With everything else fixed, 10² A/cm² is reached at 20.9 V and 10⁶ A/cm² at 35.7 V. Four decades of current correspond to a factor of 1.7 in voltage. That is why a soft criterion can still serve as a useful limit. Many decades do add up, however: a strict leakage criterion of 10⁻⁶ A/cm² is reached at about 11 V with the bump and about 34 V with smooth faces.

**Q.** Does the air play any part at all?

**A.** A small one. Let j₀ be the field-emitted current density and M = e^{αd} the multiplication. The cathode current density is j = j₀ + γ(M−1)j, so the anode receives

Mj = M j₀/[1 − γ(M−1)].

In this model M is at most 1.023, and the denominator differs from one by at most 0.00023. Within this model, at fixed voltage and with the cathode surface unchanged, pumping the air out would therefore change the current by about 2% at most. In practice pumping may also remove adsorbed molecules and so change φ, which can matter more. One effect is missing: an approaching ion strengthens the local field and so raises the emission, which makes γ larger than my fixed 0.01. I have not calculated that yield; it would have to reach about 43 electrons per ion before the gas could sustain the current.

**Q.** You used a flat barrier, WKB and zero temperature. Which of these could spoil the 26 V?

**A.** Of these, the flat barrier matters most: curvature gives the largest correction. The field above the top of the bump falls as (1 + 2R³/r³)/3 of its surface value. Where the flat barrier ends, r = 6.05 nm and this ratio is 0.71, so the real barrier is thicker. Using the potential of the bump along its axis, together with the image energy for this shape, raises the voltage from 26.4 to 31.2 V, or 18%. I would quote "about 30 V" for this geometry.

The other corrections are smaller:

- The closed current law exceeds the full sum over the Fermi sphere, with the same WKB transmission, by 4.8% of that sum.
- A numerical solution of Schrödinger's equation through the flat barrier, for a Fermi energy of 7 eV, gives 1.03 times the WKB transmission. For this case the voltage changes by less than 0.1 V. The factor depends on the Fermi energy and on how the image potential is joined to the metal, here by a sharp cut at the band bottom. Other reasonable choices give about 0.7 to 1.3 and move the voltage by up to about 0.5 V either way.
- The finite-gap value of β lowers it to 26.2 V.
- Electrons in transit hardly screen the field. Uniform acceleration from rest gives a transit time τ = 2d/√(2eV/m) = 13 fs. The charge per area Jτ produces a field of at most Jτ/ε₀, about 10⁻⁴ of the mean field.

**Q.** And temperature?

**A.** At temperature T the transverse sum replaces ε by kT ln(1 + e^{−W/kT}), where W = −ε is now allowed to be positive. Here k is Boltzmann's constant. With the linearized exponent, the ratio to the cold current is

J(T)/J(0) = (1/d_F²) ∫ kT ln(1 + e^{−W/kT}) e^{W/d_F} dW.

One integration by parts gives

J(T)/J(0) = (1/d_F) ∫ e^{W/d_F}/(1 + e^{W/kT}) dW,

with vanishing boundary terms if kT < d_F. Put y = W/kT and q = kT/d_F. The remaining integral is I = ∫ e^{qy}/(1 + e^y) dy over the whole line. Shifting the path by 2πi multiplies the integrand by e^{2πiq}, and the strip between the two paths holds one pole, at y = iπ, with residue −e^{iπq}. Thus I(1 − e^{2πiq}) = −2πi e^{iπq}, so I = π/sin πq and

J(T)/J(0) = πq/sin πq.

At 400 K and F_c this is 1.068; the sum over the Fermi sphere gives 1.071. A 7% change in current is minor beside the decades we discussed. As kT approaches d_F the formula diverges, and the linearized exponent can no longer be used.

**Q.** My lines carry about 1 V. Should I now worry about field emission?

**A.** Not for this clean geometry. At 1 V an electron at the Fermi level cannot come out of the barrier inside the gap, because eV < φ, so the Fowler–Nordheim law does not apply. It would have to tunnel across all 15 nm between the bump and the opposite plate. Ignoring the image force, the barrier is nowhere lower than φ − eV = 3.5 eV, so

G ≥ (2/ħ) √(2m × 3.5 eV) × 15 nm = 288.

With the actual potential and the image force at both electrodes, G is about 290. A transmission of that order is no leakage path. Thermal emission over the top of the barrier, about 4.1 eV, is larger, with a Boltzmann factor near e^{−158} at 300 K, but it is negligible as well. A finite limit and a safe working voltage are compatible.

**Q.** How close is all this to an actual interconnect?

**A.** The 20 nm spacing, the supply near 1 V and φ = 4.5 eV are rough values of the right size. The bump, the gas pressure in a sealed gap and J_c are my choices. Another assumption that can fail is that the electrodes face each other through air alone. Real air gaps can have dielectric liners, caps or sidewalls, and these may offer other leakage paths. If a solid path bridging the 20 nm failed at 5 MV/cm, a value assumed purely for illustration, the limit would be 0.5 V/nm × 20 nm = 10 V, well below the field-emission value. Oxides and adsorbed molecules also change φ. The 30 V therefore belongs to the clean metal gap with this bump and this J_c; with J_c = 10⁻⁶ A/cm² it would be about 16 V. It is not a rating for a product.

**Q.** If I widen the gap, when does Paschen take over?

**A.** With the same bump, flat-barrier F_c and J_c, V_FE grows linearly: 66 V at 50 nm and 132 V at 100 nm. Setting it equal to Paschen's voltage gives

F_c d/β = Bpd/ln(Apd/L), so ln(d/d*) = βBp/F_c.

Here Bp = 365 × 760 = 2.77×10⁵ V/cm and F_c/β = 1.32×10⁷ V/cm, so the logarithm is 0.021 and the curves meet at 4.13 µm, 2% beyond the pole.

Do not read that as a predicted transition. At the meeting point E/p is 1.7×10⁴ V/(cm Torr), whereas Townsend's form with such coefficients is meant for roughly hundreds of V/(cm Torr). Moreover, in a gap of micrometres the gas multiplies the emitted current, so the two mechanisms can no longer be treated separately. The linear law belongs to gaps that are much wider than the bump, yet short enough that Apd is small, and to voltages well above φ/e.

**Q.** So for my 20 nm gap, the missing Paschen solution tells me what, precisely?

**A.** That, in Townsend's model, ions and gas electrons cannot keep a discharge going there at any voltage, as long as each ion releases fewer than about 43 electrons at the cathode. It does not say that the gap holds any voltage. The voltage at which field emission exceeds a chosen leakage depends on the cathode surface and the width of the gap, and a solid that touches both lines can set a lower limit. The numerical output lists the values of the main example.

Table of computed values

```
Gap d: 20 nm
Boss radius R: 5 nm
Work function: 4.5 eV
Fermi energy (transmission check): 7 eV
Current criterion J_c: 1e+04 A/cm2
Air pressure: 760 Torr
Gas temperature: 300 K
Townsend A: 15 1/(cm Torr)
Townsend B: 365 V/(cm Torr)
Ion yield gamma: 0.01
ln(1+1/gamma): 4.615
Paschen minimum voltage: 305.3 V
Paschen minimum pd: 0.8363 Torr cm
Paschen minimum gap: 11 um
Paschen pole d*: 4.048 um
Paschen formula at example gap (meaningless): -0.1045 V
Ceiling A p d: 0.0228
Loop-gain ceiling: 0.0002306
Ion yield needed for feedback: 43.4
Rough ionization cross-section: 3e-16 cm2
Ionizing collisions per crossing, estimate: 0.0147
Field enhancement, isolated boss: 3
Field enhancement in example gap: 3.03
Image estimate of that enhancement: 3.028
Local critical field F_c: 3.964 V/nm
Barrier parameter f: 0.2819
v(f): 0.6565
t(f): 1.048
WKB exponent G: 10.8
Decay energy d_F: 0.174 eV
Outer turning point: 1.049 nm
Field-emission voltage V_FE: 26.42 V
Mean field at V_FE: 13.21 MV/cm
Voltage for smooth faces, beta=1: 79.27 V
V_FE if J_c is 1e2 A/cm2: 20.9 V
V_FE if J_c is 1e6 A/cm2: 35.69 V
V_FE for 50 nm gap: 66.06 V
V_FE for 100 nm gap: 132.1 V
Current of one boss: 0.809 nA
Effective emitting area: 8.09 nm2
Fermi-sphere current at F_c: 9540 A/cm2
Relative error of closed current law: 0.048
Thermal factor at 400 K, formula: 1.068
Thermal factor at 400 K, Fermi sum: 1.071
Exact/WKB transmission: 1.03
V_FE with transmission prefactor: 26.38 V
V_FE with curved barrier: 31.23 V
V_FE with finite-gap enhancement: 26.16 V
Electron transit time: 13.1 fs
Space-charge field / mean field: 0.00011
Gas multiplication ceiling: 1.023
Crossing with extrapolated Paschen curve: 4.134 um
E/p at crossing: 1.74e+04 V/(cm Torr)
Direct-tunnelling exponent bound at 1 V, no image: 288
```
